# Aromatic Solvent Shifts: Why Neighbour Anisotropy Needs Orientation–Position Correlation

## The situation

A small, round solute is dissolved in a fluid of flat aromatic molecules. In the spectrometer field each solvent molecule acquires an induced magnetic moment, larger when the field is perpendicular to the ring than when it lies in the ring plane. The moment produces a field at a solute nucleus and shifts its resonance. A nucleus above the ring face is shifted one way and a nucleus beside the edge the other way. Since the solvent tumbles, does anything survive the average?

The question concerns one mechanism, the magnetic anisotropy of neighbours. Shifts caused by dispersion forces or electric fields are separate and are not treated. SI units are used, and a positive shift $\delta$ means a larger field at the nucleus, hence a higher frequency.

## One neighbour

Let the solvent molecule have a symmetric susceptibility tensor $\chi$ (a volume), so that a field $\mathbf B_0=B_0\mathbf b$ induces the moment $\mathbf m=\chi\mathbf B_0/\mu_0$. Let $\mathbf r=r\hat{\mathbf r}$ join its centre to the nucleus. Treated as a point dipole, it produces

$$\mathbf B=\frac{\mu_0}{4\pi r^3}\left[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf m)-\mathbf m\right].$$

To first order in $\chi$ the shift is the component along the applied field, divided by $B_0$:

$$\delta(\mathbf b)=\frac{1}{4\pi r^3}\left[3(\mathbf b\cdot\hat{\mathbf r})(\hat{\mathbf r}\cdot\chi\cdot\mathbf b)-\mathbf b\cdot\chi\cdot\mathbf b\right].$$

In an isotropic fluid, a solute–solvent pair rotated as a rigid whole is as probable as the original pair. We may therefore average over $\mathbf b$ at fixed pair geometry, using $\langle b_ib_j\rangle=\delta_{ij}/3$:

$$\delta=\frac{3\,\hat{\mathbf r}\cdot\chi\cdot\hat{\mathbf r}-\mathrm{Tr}\,\chi}{12\pi r^3}.$$

For an axial molecule with axis $\mathbf n$, put $\Delta\chi=\chi_\parallel-\chi_\perp$ and $\cos\theta=\mathbf n\cdot\hat{\mathbf r}$. Then $\hat{\mathbf r}\cdot\chi\cdot\hat{\mathbf r}=\chi_\perp+\Delta\chi\cos^2\theta$ and $\mathrm{Tr}\,\chi=3\chi_\perp+\Delta\chi$. The $\chi_\perp$ terms cancel:

$$\delta=\frac{\Delta\chi\,(3\cos^2\theta-1)}{12\pi r^3}=\frac{\Delta\chi\,P_2(\cos\theta)}{6\pi r^3}.$$

**Check on a limit.** A point dipole with $\Delta\chi=0$ gives no shift; extended currents with $\Delta\chi=0$ can still shift a close nucleus through higher-rank terms of their field. An aromatic ring has $\Delta\chi<0$, so a nucleus above the face ($\theta=0$) moves to low frequency and one in the ring plane ($\theta=90^\circ$) to high frequency. For a point dipole the face effect is twice the edge effect at equal distance; for a ring current at close range the ratio is smaller.

## Random orientation

Now hold the solvent centre at $\mathbf r$ and let all orientations be equally likely there. The averaged tensor has no preferred direction, so it is a multiple of the unit tensor. Rotation preserves the trace, hence $\langle\chi\rangle=(\mathrm{Tr}\,\chi/3)\mathbf 1$, and

$$\langle\delta\rangle=\frac{3(\mathrm{Tr}\,\chi/3)-\mathrm{Tr}\,\chi}{12\pi r^3}=0 .$$

This holds at each distance separately and for any symmetric $\chi$, axial or not. No distribution of distances can restore a shift, however many neighbours crowd around the solute.

### Beyond the point dipole

Real ring currents have a finite extent. Random orientation at fixed $r$ is equivalent to fixing the molecule and spreading the nucleus uniformly over a sphere of radius $r$ about its centre. Suppose all currents lie inside that sphere. Outside them the field has neither curl nor divergence, so each Cartesian component obeys Laplace's equation. The sphere average of such a component, decaying at infinity, can only be $C/r$. But the field of a localized current falls off at least as fast as $r^{-3}$, so $C=0$. Applying this to the three induced fields whose components enter the rotationally averaged shift gives zero again.

The condition matters. For a current loop of radius $c$ and a nucleus at $r<c$, the sphere contains no current, and the average of a harmonic function is its value at the centre. The field there is $\mu_0I/(2c)$, not zero. A nucleus that could enter the sphere swept out by the ring would thus escape the theorem. For a loop with $c=0.14$ nm, direct summation of the field gives a vanishing average at $r=0.30$ nm and the central value at $r=0.07$ nm.

### The bulk term

Averaging over field directions removed the isotropic part of $\chi$. A macroscopic sample, however, has a shape fixed relative to the field. With volume susceptibility $\chi_v=\rho\,\mathrm{Tr}\,\chi/3$, where $\rho$ is the number density, the isotropic moments outside a small sphere around the nucleus give

$$\frac{\delta_{\rm bulk}}{\chi_v}=\int_0^1(3u^2-1)\ln r_{\rm out}(u)\,du
=\int_0^1u(1-u^2)\frac{d\ln r_{\rm out}}{du}\,du .$$

Here the nucleus is at the centre of a sample that is symmetric about the field axis and about the plane across it, $u$ is the cosine of the angle from the field, and $r_{\rm out}$ is the distance to the sample surface. The second form follows by parts, because $u^3-u$ vanishes at both ends. For a long needle along the field, $r_{\rm out}\propto(1-u^2)^{-1/2}$ and the result is $\int_0^1u^2du=1/3$. For a wide slab across the field, $r_{\rm out}\propto1/u$ and it is $-\int_0^1(1-u^2)du=-2/3$. A spherical sample gives zero. This shape-dependent shift exists without any molecular anisotropy. It is set aside below by using a spherical outer boundary.

## What kind of correlation is needed?

Suppose the solvent axes have a preferred direction in a frame fixed to the solute, and so do the solvent positions, but the two are drawn independently. Define the traceless tensors

$$Q_n=\langle\mathbf n\mathbf n\rangle-\tfrac13\mathbf 1,\qquad Q_r=\langle\hat{\mathbf r}\hat{\mathbf r}\rangle-\tfrac13\mathbf 1 .$$

Independence gives $\langle(\mathbf n\cdot\hat{\mathbf r})^2\rangle=\langle n_in_j\rangle\langle\hat r_i\hat r_j\rangle=Q_n{:}Q_r+\tfrac13$, since the cross terms are traces and vanish. Hence

$$\langle P_2(\mathbf n\cdot\hat{\mathbf r})\rangle=\tfrac32\,Q_n{:}Q_r .$$

If all discs are parallel but their centres surround the solute isotropically, $Q_r=0$ and the average vanishes: alignment alone does not suffice. If axes and positions both lie along one solute direction, each $Q$ is $\mathrm{diag}(-\tfrac13,-\tfrac13,\tfrac23)$, the contraction is $\tfrac23$, and $\langle P_2\rangle=1$. In that case orientation and position are correlated through the solute, as seen from the laboratory.

The general fluid average shows the same requirement. For a spherical solute with the nucleus at its centre, let $u=|\cos\theta|$, which is uniform on $[0,1]$ for random axes, and let $\rho\,g(r,u)$ be the density of solvent centres per unit $u$. Define

$$g(r)=\int_0^1g(r,u)\,du,\qquad g(r)S(r)=\int_0^1P_2(u)\,g(r,u)\,du .$$

Thus $S$ is the mean $P_2$ of neighbours at distance $r$. Summing the pair shift over shells of volume $4\pi r^2dr$,

$$\delta=\rho\int4\pi r^2\,\frac{\Delta\chi\,gS}{6\pi r^3}\,dr=\frac{2\rho\Delta\chi}{3}\int g(r)S(r)\,\frac{dr}{r}.$$

For point dipoles a nonzero shift needs $S\neq0$ somewhere, which is a second-rank correlation between $\mathbf n$ and $\hat{\mathbf r}$. Correlation of another rank does not help them: $g(r,u)=g(r)[1+\epsilon P_4(u)]$ gives $S=0$ because $P_2$ and $P_4$ are orthogonal. The field of an extended ring current also has a fourth-rank part, to which such a correlation does couple. Nor is $S\ne0$ sufficient, since shells with opposite signs of $S$ may cancel.

## Hard discs

Shape alone supplies the correlation. Take a thin disc of radius $b$ and thicken it by $h$ in every direction, which makes a flat molecule with a rounded rim. The solute is a hard sphere of radius $s$. The bodies do not overlap if the nucleus is at least $a=s+h$ from the thin disc.

At low solvent density $g(r,u)=e^{-U/k_BT}$, where $U$ is the pair energy. For hard bodies this is 1 for allowed configurations and 0 for overlaps, so temperature drops out.

### Allowed orientations

Put the disc in the plane $z=0$. The nucleus is at height $z=ru$ and distance $w=rq$ from the axis, with $q=\sqrt{1-u^2}$. Its distance $d$ from the thin disc is $ru$ if $w\le b$; otherwise $d^2=z^2+(w-b)^2=r^2+b^2-2brq$. Both expressions grow with $u$, so at each $r$ the allowed orientations are $u\ge u_*(r)$.

- For $r<a$ nothing is allowed, because $d\le r$.
- For $a<r\le\sqrt{a^2+b^2}$ contact is with the face: $ru_*=a$, so $u_*=a/r$.
- For $\sqrt{a^2+b^2}\le r<a+b$ contact is with the rim: $u_*=\sqrt{1-q_*^2}$, where $q_*=(r^2+b^2-a^2)/(2br)$.
- For $r>a+b$ everything is allowed and $u_*=0$.

The second limit comes from $w=\sqrt{r^2-a^2}\le b$. Between $a$ and $a+b$ some orientations are always blocked, so random orientation is impossible there for hard discs. The averages are

$$g=1-u_*,\qquad gS=\int_{u_*}^1\frac{3u^2-1}{2}\,du=\frac{u_*(1-u_*^2)}{2},\qquad S=\frac{u_*(1+u_*)}{2}.$$

Inserting $gS$ in the fluid average gives

$$\boxed{\;\delta=\frac{\rho\,\Delta\chi}{3}\,J,\qquad J=\int_a^{a+b}u_*(1-u_*^2)\,\frac{dr}{r}>0\;}$$

For $\Delta\chi<0$ the mean shift is to low frequency. The full set of orientations averages to zero at each $r$, so the surviving shift is minus the contribution of the blocked ones. Those are the orientations with $u<u_*$: nearly all of them close to face contact, and only the edge-on ones as $r$ approaches $a+b$.

### The same integral by contact distance

Let $r_c(u)$ be the contact distance at orientation $u$. Integrating over $r$ first, out to a sphere of radius $L$,

$$J=\int_0^1(3u^2-1)\ln\frac{L}{r_c(u)}\,du=-\int_0^1(3u^2-1)\ln r_c(u)\,du .$$

The $L$ term vanishes because $\int_0^1(3u^2-1)du=0$; for the same reason the unit of length is immaterial. Integration by parts gives

$$J=-\int_0^1u(1-u^2)\,\frac{d\ln r_c}{du}\,du .$$

This is a sign rule: bodies that come closer face-on than edge-on, with $r_c$ falling as $u$ grows, have $J>0$.

For a rod of half length $l$, thickened in the same way, $r_c$ is $a/q$ at the side and $lu+\sqrt{a^2-l^2q^2}$ at the cap. Both rise with $u$, so $J<0$. With $\Delta\chi<0$, rods therefore shift the solute to high frequency.

### A single explicit integral

In cylindrical coordinates $(3\cos^2\theta-1)/r^3=(2z^2-w^2)/r^5$, and

$$\frac{\partial}{\partial w}\frac{w^2}{r^3}=\frac{2w}{r^3}-\frac{3w^3}{r^5}=\frac{w(2z^2-w^2)}{r^5}.$$

Since $J=(4\pi)^{-1}\int(3\cos^2\theta-1)r^{-3}d^3r$ over the allowed region, the azimuth gives $2\pi$ and the two signs of $z$ give 2. Thus $J=\int_0^L dz\,[w^2/r^3]$, evaluated between the inner and outer boundaries. The outer sphere contributes $\int_0^L(L^2-z^2)L^{-3}dz=2/3$. The inner boundary is $w_c=b+\sqrt{a^2-z^2}$ for $z<a$; above that it is the axis, where $w^2/r^3=0$. Therefore

$$J=\frac23-\int_0^a\frac{w_c^2}{(w_c^2+z^2)^{3/2}}\,dz .$$

The shape of the outer boundary matters. A sphere is a safe choice, because at large $r$ all orientations are allowed and each complete shell adds nothing. Extending $w$ to infinity at fixed $z$ would lose the $2/3$, which is the shape problem of the bulk term in another guise.

### Limits

**Sphere.** For $b=0$, $w_c^2+z^2=a^2$ and the integral is $\int_0^a(a^2-z^2)a^{-3}dz=2/3$. Hence $J=0$: a molecule may be magnetically anisotropic, but a spherical shape gives no orientation preference and no shift.

**Slightly flat.** Let $\kappa=b/a\ll1$. At the rim $r_c=bq+\sqrt{a^2-b^2u^2}$, so $\ln(r_c/a)\simeq\kappa q$. The face region has width of order $\kappa^2$ in $u$ and does not affect the first order. With $\int_0^1q\,du=\pi/4$ and $\int_0^1u^2q\,du=\pi/16$,

$$J\simeq-\kappa\left(\frac{3\pi}{16}-\frac{\pi}{4}\right)=\frac{\pi\kappa}{16}.$$

**Very wide.** For $\kappa\gg1$, $w_c\gg z$ and the integrand is nearly $1/w_c$. Expanding, with $t=z/a$,

$$\int_0^1\frac{dt}{\kappa+\sqrt{1-t^2}}\simeq\frac1\kappa-\frac{\pi}{4\kappa^2},\qquad J\simeq\frac23-\frac1\kappa+\frac{\pi}{4\kappa^2}.$$

At $\kappa=100$ this agrees with the computed 0.65675. The computed $J$ rises from 0.195 at $\kappa=1$ to 0.496 at $\kappa=5$. The limit $2/3$ comes from the outer sphere, where any localized current looks like a dipole. For a wide disc the point-dipole field is poor near the face, since the nucleus can sit much closer to it than the disc is wide, but the limit survives: for a current loop whose radius is a fixed fraction of $b$, smaller than one, the inner-boundary term in the next section also vanishes as $a/b\to0$.

## A current loop instead of a dipole

The dipole approximation can be checked by placing all the response in a loop of radius $c$ with moment $m=\pi c^2I$ along $\mathbf n$. Then $\mu_0m=\Delta\chi B_\parallel$, where $B_\parallel$ is the applied component along $\mathbf n$. Averaging over field directions leaves one third of the loop's axial field per unit $B_\parallel$.

At fixed $z$, Stokes' theorem gives the flux through a circle of radius $w$ as $2\pi wA_\phi$. Thus $w^2/r^3$ is replaced by $4\pi wA_\phi/(\mu_0m)$; for a point dipole $A_\phi=\mu_0mw/(4\pi r^3)$, which restores the earlier expression. The distant outer sphere sees a dipole and still gives $2/3$:

$$J_{\rm loop}=\frac23-\frac{4\pi}{\mu_0m}\int_0^aw_cA_\phi(w_c,z)\,dz,$$

$$A_\phi(w,z)=\frac{\mu_0Ic}{4\pi}\int_0^{2\pi}\frac{\cos\phi\,d\phi}{\sqrt{c^2+w^2+z^2-2cw\cos\phi}} .$$

## Numbers for a dilute fluid

Round model parameters are $s=0.20$ nm, $h=0.17$ nm, $b=0.20$ nm and molar $\Delta\chi=-7.5\times10^{-10}$ m³/mol, at 1 mol/L. Then $a=0.37$ nm, $a+b=0.57$ nm and $\kappa=0.54$. Dividing by Avogadro's constant gives $\Delta\chi=-1.245\times10^{-33}$ m³ per molecule.

One neighbour at face contact shifts the nucleus by

$$\frac{2\,(-1.245\times10^{-33}\ \mathrm{m^3})}{12\pi(0.37\times10^{-9}\ \mathrm m)^3}=-1.30\ \mathrm{ppm}.$$

At edge contact the angular factor is $-1$ and the distance 0.57 nm, giving $+0.18$ ppm.

The integral is $J=0.1082$, and the small-$\kappa$ law gives 0.1061, about 2% below it. Since $\rho\Delta\chi=(1000\ \mathrm{mol/m^3})(-7.5\times10^{-10}\ \mathrm{m^3/mol})=-7.5\times10^{-7}$,

$$\delta=\frac{-7.5\times10^{-7}\times0.1082}{3}=-2.7\times10^{-8}=-0.027\ \mathrm{ppm}.$$

The mean is small beside the face-contact value for two reasons: a close neighbour is rarely present in a dilute fluid, and one that is present usually lies farther away, and less squarely face-on, than at face contact. At this order in density, neighbours beyond 0.57 nm contribute nothing on average, because all their orientations are allowed and equally likely.

The profiles show where the shift arises. At $r=0.38$ nm the discs are almost perfectly face-on, $S=0.96$, but few orientations fit, $g=0.026$. At 0.50 nm the order is weaker, $S=0.53$, while $g=0.36$, so the product $gS$ is larger. The face band, up to 0.42 nm, supplies 0.0139 of $J$ and the rim band 0.0943, or 87%. Most of the shift therefore comes from distances between 0.42 and 0.57 nm, where edge-on neighbours are excluded, and not from the closest distances, where only nearly face-on discs fit.

Direct random sampling of hard-disc configurations gives $J=0.1082\pm0.0003$ (standard error). Keeping the same allowed positions but drawing new random axes gives $-0.0001\pm0.0002$. The radial distribution is unchanged, so the loss of the shift comes from the loss of correlation. A rod with $l=b$ gives $J=-0.124$, the opposite sign, as the sign rule requires.

With a loop of radius 0.14 nm, $J_{\rm loop}=0.1057$ and the shift is $-0.026$ ppm, 2.3% smaller in magnitude than the dipole result. This figure belongs to these dimensions and to the mean, and is not a general error bound. The single-neighbour face value changes much more: the on-axis factor $[a^2/(a^2+c^2)]^{3/2}=0.82$ turns $-1.30$ ppm into $-1.07$ ppm.

## Where the result stops

The zero for random orientation needs no low density, no hard bodies and no central nucleus; it is guaranteed when all orientations are equally likely at each position of the neighbour and the nucleus stays outside the region swept by the currents. The formula for $J$ needs more. It is the first term in the solvent density. Here the discs fill 7% of the volume, and corrections from third bodies start at the next order in density. For these hard discs at 1 mol/L that next term adds about 0.011 to $J$, roughly 10%, which moves the shift to about $-0.030$ ppm. The form $g=e^{-U/k_BT}$ also assumes that the space between the discs is empty; in a solution the diluent molecules are third bodies at liquid density and change $g(r,u)$ even when the discs are dilute. Extrapolating the slope of $-0.027$ ppm per mol/L to a neat liquid would ignore packing, which can change both $g$ and $S$.

Attractive forces also alter $g(r,u)$: they can strengthen, weaken or reverse the face-on preference. Moving the nucleus off the centre of a hard spherical solute, by contrast, leaves $J$ unchanged: all directions of the displacement are equally likely, and the average of a harmonic field over the sphere they trace is its value at the centre. For a solute of another shape $J$ must be recalculated. For axial solvent molecules, whatever the shapes and forces, the task is to find how the solvent axis is correlated with the position of the nucleus. Without axial symmetry one axis is not enough, and the full orientation of the molecule is needed. The numerical output gives further values of $J$ and the separate evaluations.

## Table of computed values

```
solute radius s = 0.20 nm
disc half thickness h = 0.17 nm
disc core radius b = 0.20 nm
face contact distance a = 0.37 nm
edge contact distance a+b = 0.57 nm
band boundary sqrt(a^2+b^2) = 0.4206 nm
size ratio b/a = 0.5405
molar dchi = -7.50e-10 m^3/mol
molecular dchi = -1.2454e-33 m^3
concentration = 1.0 mol/L
number density = 6.0221e+26 1/m^3
density*dchi = -7.500e-07 (dimensionless)
disc volume = 0.1204 nm^3
packing fraction = 0.0725
one neighbour, face contact: shift = -1.304 ppm
one neighbour, edge contact: shift = 0.178 ppm
r = 0.38 nm: g = 0.0263, S = 0.9609
r = 0.40 nm: g = 0.0750, S = 0.8903
r = 0.45 nm: g = 0.1902, S = 0.7328
r = 0.50 nm: g = 0.3566, S = 0.5287
r = 0.55 nm: g = 0.6442, S = 0.2412
J, final formula = 0.108231
J, contact-distance integral = 0.108231
J, band a to sqrt(a^2+b^2) = 0.013890
J, band sqrt(a^2+b^2) to a+b = 0.094341
J, sampled hard discs = 0.10822 +/- 0.00027
J, same positions, random axes = -0.00010 +/- 0.00023
J, rod of half length b = -0.123789
b/a = 0.1: J = 0.01968
b/a = 0.25: J = 0.04956
b/a = 0.5: J = 0.10008
b/a = 1: J = 0.19526
b/a = 2: J = 0.33164
b/a = 5: J = 0.49637
b/a = 20: J = 0.61861
b/a = 100: J = 0.65675
small-ratio law pi*(b/a)/16 at example = 0.10613
mean shift, point dipoles = -0.02706 ppm
loop radius = 0.14 nm
J, current loop = 0.105728
J, current loop, direct field sum = 0.105728
mean shift, current loop = -0.02643 ppm
loop/point ratio = 0.9769
loop field sphere average*c^3, r=0.30 nm: 6.2e-17
loop field sphere average*c^3, r=0.07 nm: 2.000000
bulk shift/chi_v: needle along field 0.3333, slab across field -0.6667
```
